**Phase rigidity and its release in an Aharonov-Bohm ring with a resonant level**

For non-interacting electrons with H(φ)* = H(−φ), the two-terminal transmission is even in the flux phase φ, so the phase β of its first harmonic a₁cos φ + b₁sin φ = A cos(φ − β) is 0 or π rather than the dot phase α = atan2(Γ, ε). The model is a level ε with half-widths γ_L, γ_R, γ₃ (sum Γ, η = γ₃/Γ, s = √(γ_Lγ_R)) into three tight-binding chains of hopping −J, and a reference arm of strength x = w/J. The program obtains the S matrix by wave matching and asserts the closed formula for the amplitude, reciprocity, evenness at arbitrary energy and in a multichannel ring (with unitarity), loss of evenness with a frozen second flux, the first-order path amplitudes and harmonics with cubic error, the resonance harmonics, and agreement with wave-packet propagation. It also asserts that a grounded third lead gives b₁ ≠ 0 while a floating probe keeps the conductance even, and that tan β/tan α tends to (1+x²)/(1−x²) as η → 1. For Γ = 20 μeV, x = 0.2 and ε = 20 μeV (α = 45°) the output gives β = 0°, 29.26° and 44.13° at η = 0, 0.5 and 0.9. At x = 0.2 the error β − α at ε = 20 μeV changes sign at η = 0.927, and its maximum over ε rises to the limit 2.29° as η → 1, while at x = 0.02 the largest error on the 40-level grid decreases through all four values of η.

## Program and output

```python
# Result under test: for non-interacting electrons with H(phi)* = H(-phi) the two-terminal
# transmission of an Aharonov-Bohm ring is even in phi, so the phase beta of the first harmonic
# T ~ a1 cos(phi) + b1 sin(phi) = A cos(phi - beta) is 0 or pi, not the dot phase alpha.
# A current-drawing third lead unlocks beta; a floating voltage probe does not.
# beta -> alpha needs both eta -> 1 and x -> 0: at eta -> 1, tan(beta) = tan(alpha)(1+x^2)/(1-x^2).
# Model: level eps coupled by -v_j to end sites a,b,c of chains L,R,3 (hopping -J), H_ba = -w e^{i phi}.
# At E=0: g_j = v_j^2/J, Gam = gL+gR+g3, s = sqrt(gL gR), x = w/J, z = -eps+i g3, D = -eps+i Gam,
# t = -i S_RL = 2(s - x z e^{i phi}) / [-(1+x^2) z + 2 x s cos(phi) - i(gL+gR)],
# alpha = atan2(Gam, eps), eta = g3/Gam. Energies in ueV, conductance in e^2/h per spin.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import expm_multiply
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import h, e

def smatrix(H, sites, J, k):
    """Wave matching: lead l has psi_n = delta e^{-ikn} + S e^{ikn}, n=0 being central site sites[l]."""
    n, m = len(H), len(sites)
    M = np.zeros((n+m, n+m), complex); rhs = np.zeros((n+m, m), complex)
    M[:n, :n] = -2*J*np.cos(k)*np.eye(n) - H
    for l, p in enumerate(sites):
        M[p, n+l] += J*np.exp(1j*k); rhs[p, l] -= J*np.exp(-1j*k)
        M[n+l, p] = 1; M[n+l, n+l] = -1; rhs[n+l, l] = 1
    return np.linalg.solve(M, rhs)[n:]

def ring_H(phi, eps, gL, gR, g3, x, J):
    H = np.zeros((4, 4), complex)              # a, b, c, dot
    H[3, 3] = eps
    for i, g in enumerate((gL, gR, g3)):
        H[i, 3] = H[3, i] = -np.sqrt(g*J)
    H[1, 0] = -x*J*np.exp(1j*phi); H[0, 1] = np.conj(H[1, 0])
    return H

def ring_S(phi, eps, gL, gR, g3, x, J=100.0, k=np.pi/2):
    return smatrix(ring_H(phi, eps, gL, gR, g3, x, J), [0, 1, 2], J, k)

def t_formula(phi, eps, gL, gR, g3, x):
    s, z = np.sqrt(gL*gR), -eps+1j*g3
    return 2*(s-x*z*np.exp(1j*phi))/(-(1+x*x)*z+2*x*s*np.cos(phi)-1j*(gL+gR))

phis = 2*np.pi*np.arange(32)/32
def harm(v, n=1):
    v = np.asarray(v)
    return 2*np.mean(v*np.cos(n*phis)), 2*np.mean(v*np.sin(n*phis))
def T_curve(*p):
    return np.array([abs(ring_S(f, *p)[1, 0])**2 for f in phis])
def first_order(eps, gL, gR, g3, x):
    s, D2 = np.sqrt(gL*gR), eps**2+(gL+gR+g3)**2
    return 8*x*s*eps*(1-2*s*s/D2)/D2, 8*x*s*g3/D2
def split(eta, Gam):
    return (1-eta)*Gam/2, (1-eta)*Gam/2, eta*Gam
def angle(a, b):
    return np.degrees(np.arctan2(0.0 if abs(b) < 1e-13 else b, a))

rng = np.random.default_rng(1)
# closed formula against wave matching, two values of J; reciprocity and sum rule at any energy
for _ in range(40):
    f, ep = rng.uniform(0, 6.3), rng.uniform(-40, 40)
    g = rng.uniform(1, 20, 3); xx = rng.uniform(0, 1.5); k = rng.uniform(0.3, 2.8)
    for J in (100.0, 500.0):
        assert abs(-1j*ring_S(f, ep, *g, xx, J)[1, 0]-t_formula(f, ep, *g, xx)) < 1e-11
    Sp, Sm = ring_S(f, ep, *g, xx, 100.0, k), ring_S(-f, ep, *g, xx, 100.0, k)
    assert np.allclose(Sp.T, Sm, atol=1e-11)
    assert abs(abs(Sp[1, 0])**2+abs(Sp[2, 0])**2-abs(Sm[1, 0])**2-abs(Sm[2, 0])**2) < 1e-11
    c = [abs(ring_S(q, ep, g[0], g[1], 0.0, xx, 100.0, k)[1, 0])**2 for q in (f, -f)]
    assert abs(c[0]-c[1]) < 1e-11

# multichannel ring: 2 channels in L, 3 in R, second flux theta on a chord
onsite, hop = rng.uniform(-0.5, 0.5, 8), rng.uniform(0.6, 1.0, 9)
def multi_S(phi, theta, k):
    H = np.diag(onsite).astype(complex)
    for i in range(8):
        H[(i+1) % 8, i] = -hop[i]*(np.exp(1j*phi) if i == 7 else 1)
        H[i, (i+1) % 8] = np.conj(H[(i+1) % 8, i])
    H[5, 2] = -hop[8]*np.exp(1j*theta); H[2, 5] = np.conj(H[5, 2])
    return smatrix(H, [0, 1, 3, 4, 6], 1.0, k)
Tm = lambda S: np.sum(abs(S[2:, :2])**2)
odd_tot = odd_ch = odd_frozen = 0.0
for k in (0.9, 1.4, 2.1):
    for f in phis:
        Sp, Sm = multi_S(f, 0, k), multi_S(-f, 0, k)
        assert np.allclose(Sp.conj().T@Sp, np.eye(5), atol=1e-11) and np.allclose(Sp.T, Sm, atol=1e-11)
        odd_tot = max(odd_tot, abs(Tm(Sp)-Tm(Sm)))
        odd_ch = max(odd_ch, np.max(abs(abs(Sp[2:, :2])**2-abs(Sm[2:, :2])**2)))
        odd_frozen = max(odd_frozen, abs(Tm(multi_S(f, 1, k))-Tm(multi_S(-f, 1, k))))
        assert abs(Tm(multi_S(f, 1, k))-Tm(multi_S(-f, -1, k))) < 1e-11
assert odd_tot < 1e-11 and odd_ch > 1e-3 and odd_frozen > 1e-3

# first order in x: path amplitudes c+, c-, harmonics, cubic error
ep, gL, gR, g3 = 14.0, 6.0, 3.0, 11.0
D, s = -ep+1j*(gL+gR+g3), np.sqrt(gL*gR); dx = 1e-4
dt = np.array([-1j*(ring_S(f, ep, gL, gR, g3, dx)[1, 0]-ring_S(f, ep, gL, gR, g3, -dx)[1, 0])/(2*dx) for f in phis])
assert abs(np.mean(dt*np.exp(-1j*phis))-(2-2j*(gL+gR)/D-2*s*s/D**2)) < 1e-6
assert abs(np.mean(dt*np.exp(1j*phis))+2*s*s/D**2) < 1e-6
err = [np.hypot(*(np.array(harm(T_curve(ep, gL, gR, g3, xx)))-first_order(ep, gL, gR, g3, xx))) for xx in (0.02, 0.01)]
assert abs(err[0]/err[1]-8) < 0.1 and err[1] < 1e-2*np.hypot(*first_order(ep, gL, gR, g3, 0.01))

# worked example
Gam, x, J, area = 20.0, 0.2, 100.0, 0.5e-12
G0 = e**2/h*1e6
tref = -1j*ring_S(0.0, 50.0, 0.0, 0.0, 0.0, x)[1, 0]
assert abs(tref-2*x/(1+x*x)) < 1e-12
print(f"inputs: Gam = {Gam} ueV, J = {J} ueV, x = {x}, area = {area*1e12} um^2")
print(f"e^2/h = {G0:.4f} uS; field period h/(e area) = {h/e/area*1e3:.4f} mT")
print(f"t_ref = {tref.real:.5f}, T_ref = {abs(tref)**2:.5f}")
print(f"multichannel max odd part: total {odd_tot:.1e}, one channel {odd_ch:.4f}, frozen theta=1 rad {odd_frozen:.4f}")
print(f"first-order error ratio x=0.02 / x=0.01: {err[0]/err[1]:.4f}")
print("eta, eps(ueV), alpha(deg), a1, b1 (e^2/h), beta(deg), first-order beta(deg)")
for eta in (0.0, 0.5, 0.9):
    g = split(eta, Gam)
    print(f"eta={eta}: gL=gR=s={g[0]:.2f} ueV, g3={g[2]:.2f} ueV")
    for ep in (20.0, 4.0, -4.0, -20.0):
        td = -1j*ring_S(0.0, ep, *g, 0.0)[1, 0]
        assert abs(td-2*g[0]/(ep-1j*Gam)) < 1e-12
        alpha = np.degrees(np.angle(td))
        assert abs(alpha-angle(ep, Gam)) < 1e-9
        a, b = harm(T_curve(ep, *g, x))
        print(f"  {eta} {ep:+.0f} {alpha:7.2f} {a:+.5f} {round(b, 5)+0.0:+.5f} {angle(a, b):7.2f} {angle(*first_order(ep, *g, x)):7.2f}")

# level sweeps: locking when closed; approach to alpha for a weak and a moderate reference arm
sweep = np.linspace(-100, 100, 40)
def worst_error(eta, xx):
    ab = np.array([harm(T_curve(ep, *split(eta, Gam), xx)) for ep in sweep])
    if eta == 0:
        assert np.max(abs(ab[:, 1])) < 1e-12
        assert np.all(np.sign(ab[:, 0]) == np.sign(sweep)) and np.allclose(ab[:, 0], -ab[::-1, 0], atol=1e-12)
    else:
        assert np.all(ab[:, 1] > 0)
    return max(abs(angle(*r)-angle(ep, Gam)) for r, ep in zip(ab, sweep))
etas, xweak = (0.0, 0.5, 0.9, 0.99), 0.02
weak = [worst_error(eta, xweak) for eta in etas]
worst = [worst_error(eta, x) for eta in etas]
print("max|beta-alpha| on 40 levels in [-100,100] ueV")
for eta, wa, wb in zip(etas, worst, weak):
    print(f"  eta={eta}: {wa:.2f} deg at x={x}, {wb:.2f} deg at x={xweak}")
assert weak[0] > weak[1] > weak[2] > weak[3]
assert worst[0] > worst[1] > worst[2] and worst[2] < worst[3]
# moderate arm: the signed error changes sign, then saturates at a floor set by x
signed = lambda eta, ep=20.0: angle(*harm(T_curve(ep, *split(eta, Gam), x)))-angle(ep, Gam)
assert signed(0.9) < 0 < signed(0.99)
print(f"x={x}, eps=20 ueV: beta-alpha = {signed(0.9):+.2f} deg (eta=0.9), {signed(0.99):+.2f} deg (eta=0.99), zero at eta = {brentq(signed, 0.9, 0.99):.4f}")
lim = (1+x*x)/(1-x*x)
floor = np.degrees(np.arctan(np.sqrt(lim))-np.arctan(1/np.sqrt(lim)))
peak = minimize_scalar(lambda ep: -signed(1-1e-4, ep), bounds=(2, 100), method="bounded")
assert abs(-peak.fun-floor) < 0.02             # corrections are of order (1-eta) rad = 0.006 deg
print(f"x={x}, eta=0.9999: largest beta-alpha = {-peak.fun:.3f} deg at eps = {peak.x:.1f} ueV, predicted floor {floor:.3f} deg")
a, b = harm(T_curve(20.0, *split(1-1e-4, Gam), x))
assert abs(b/a/(Gam/20.0)-lim) < 1e-3
a2_, b2_ = harm(T_curve(20.0, *split(1-2e-4, Gam), x))
assert abs(np.hypot(a2_, b2_)/np.hypot(a, b)-2) < 1e-2
print(f"eta=0.9999, eps=20 ueV: tan(beta)/tan(alpha) = {b/a/(Gam/20.0):.4f}, limit {lim:.4f}, limit beta = {angle(1, lim):.2f} deg")

# two-path belief for the closed ring
g = split(0.0, Gam); td = -1j*ring_S(0.0, 20.0, *g, 0.0)[1, 0]
na, nb = harm(abs(tref*np.exp(1j*phis)+td)**2); ta, tb = harm(T_curve(20.0, *g, x))
assert abs(angle(na, nb)-angle(20.0, Gam)) < 1e-9 and nb > 0.1 and abs(tb) < 1e-12
assert abs(nb*(1+x*x)-8*x*g[0]*Gam/(400+Gam**2)) < 1e-12
print(f"closed, eps=20 ueV: |t_d|^2 = {abs(td)**2:.5f}; two-path a1 = {na:.5f}, b1 = {nb:.5f} e^2/h, beta = {angle(na, nb):.2f} deg")
print(f"closed, eps=20 ueV: first-order a1 = {first_order(20.0, *g, x)[0]:.5f}, true a1 = {ta:.5f} e^2/h = {ta*G0:.3f} uS, |b1| = {abs(tb):.1e}")
# closed ring on resonance
Tr = T_curve(0.0, *g, x); s = g[0]
P, Q = Gam**2+2*x*x*s*s, 2*x*x*s*s; root = np.sqrt(P*P-Q*Q); r = (P-root)/Q
assert abs(harm(Tr)[0]) < 1e-12 and abs(harm(Tr, 2)[0]+8*s*s*r/root) < 1e-12
assert abs(Tr.mean()-4*s*s/root) < 1e-12
print(f"closed, eps=0: P = {P:.1f}, Q = {Q:.1f} ueV^2, r = {r:.6f}, mean T = {Tr.mean():.5f}")
print(f"closed, eps=0: |a1| = {abs(harm(Tr)[0]):.1e}, a2 = {harm(Tr, 2)[0]:.5f} e^2/h = {harm(Tr, 2)[0]*G0:.3f} uS")

# lead 3 floating: solve the circuit with V_L = 1, V_R = 0, I_3 = 0
def floating(phi, *p):
    T = abs(ring_S(phi, *p))**2
    C = np.eye(3)-T                            # I = C V
    A = np.array([[1, 0, 0], [0, 1, 0], C[2]])
    V = np.linalg.solve(A, [1.0, 0.0, 0.0]); G = -(C@V)[1]
    assert abs(G-(T[1, 0]+T[1, 2]*T[2, 0]/(T[0, 2]+T[1, 2]))) < 1e-11
    return G, V[2]
for p in ((20.0, *split(0.5, Gam), x), (14.0, 6.0, 3.0, 11.0, 0.7)):
    out = np.array([floating(f, *p) for f in phis])
    assert np.allclose(out[1:, 0], out[:0:-1, 0], atol=1e-11)
    assert abs(harm(out[:, 1])[1]) > 1e-3 and abs(harm(T_curve(*p))[1]) > 1e-3
p = (20.0, *split(0.5, Gam), x); out = np.array([floating(f, *p) for f in phis])
fa, fb = harm(out[:, 0]); ga, gb = harm(T_curve(*p))
print(f"eta=0.5, eps=20 ueV grounded: A = {np.hypot(ga, gb):.5f} e^2/h = {np.hypot(ga, gb)*G0:.3f} uS, beta = {angle(ga, gb):.2f} deg")
print(f"eta=0.5, eps=20 ueV floating: a1 = {fa:.5f}, |b1| = {abs(fb):.1e} e^2/h; sin part of V3/V = {harm(out[:, 1])[1]:.5f}")
ga, gb = harm(T_curve(20.0, *split(0.9, Gam), x))
print(f"eta=0.9, eps=20 ueV grounded: A = {np.hypot(ga, gb):.5f} e^2/h = {np.hypot(ga, gb)*G0:.3f} uS")

# wave packet on a finite lattice against the momentum-averaged wave-matching transmission
N, n0, sig, tend = 500, 200, 25.0, 200.0       # time in hbar/J
ks = np.pi/2+np.linspace(-0.16, 0.16, 201); wt = np.exp(-2*sig**2*(ks-np.pi/2)**2); wt /= wt.sum()
chain = sp.diags([-np.ones(N-1), -np.ones(N-1)], [1, -1])
nn = np.arange(N)
for eta in (0.0, 0.5):
    res = []
    for f in (np.pi/2.5, -np.pi/2.5):
        p = (20.0, *split(eta, Gam), x)
        Hc = ring_H(f, *p, J)/J
        H = sp.block_diag([chain, chain, chain, sp.csr_matrix((1, 1))]).astype(complex).tolil()
        idx = [0, N, 2*N, 3*N]
        for i in range(4):
            for j in range(4):
                H[idx[i], idx[j]] = Hc[i, j]
        psi = np.zeros(3*N+1, complex)
        psi[:N] = np.exp(-(nn-n0)**2/(4*sig**2)-0.5j*np.pi*nn); psi /= np.linalg.norm(psi)
        psi = expm_multiply(-1j*tend*H.tocsc(), psi)
        Pw = np.sum(abs(psi[N:2*N])**2)
        Pa = sum(w*abs(ring_S(f, *p, J, k)[1, 0])**2 for w, k in zip(wt, ks))
        assert abs(Pw-Pa) < 1e-6
        res.append(Pw)
    assert (abs(res[0]-res[1]) < 1e-6) if eta == 0 else (res[0]-res[1] > 1e-2)
    print(f"wave packet eta={eta}, eps=20 ueV: P_R(+72 deg) = {res[0]:.6f}, P_R(-72 deg) = {res[1]:.6f}")
print("all good")
```

Printed output:

```
inputs: Gam = 20.0 ueV, J = 100.0 ueV, x = 0.2, area = 0.5 um^2
e^2/h = 38.7405 uS; field period h/(e area) = 8.2713 mT
t_ref = 0.38462, T_ref = 0.14793
multichannel max odd part: total 7.8e-16, one channel 0.4469, frozen theta=1 rad 0.4127
first-order error ratio x=0.02 / x=0.01: 7.9968
eta, eps(ueV), alpha(deg), a1, b1 (e^2/h), beta(deg), first-order beta(deg)
eta=0.0: gL=gR=s=10.00 ueV, g3=0.00 ueV
  0.0 +20   45.00 +0.27874 +0.00000    0.00    0.00
  0.0 +4   78.69 +0.07672 +0.00000    0.00    0.00
  0.0 -4  101.31 -0.07672 +0.00000  180.00  180.00
  0.0 -20  135.00 -0.27874 +0.00000  180.00  180.00
eta=0.5: gL=gR=s=5.00 ueV, g3=10.00 ueV
  0.5 +20   45.00 +0.16840 +0.09437   29.26   28.07
  0.5 +4   78.69 +0.06303 +0.18420   71.11   70.61
  0.5 -4  101.31 -0.06303 +0.18420  108.89  109.39
  0.5 -20  135.00 -0.16840 +0.09437  150.74  151.93
eta=0.9: gL=gR=s=1.00 ueV, g3=18.00 ueV
  0.9 +20   45.00 +0.03445 +0.03341   44.13   42.06
  0.9 +4   78.69 +0.01335 +0.06448   78.30   77.53
  0.9 -4  101.31 -0.01335 +0.06448  101.70  102.47
  0.9 -20  135.00 -0.03445 +0.03341  135.87  137.94
max|beta-alpha| on 40 levels in [-100,100] ueV
  eta=0.0: 82.69 deg at x=0.2, 82.69 deg at x=0.02
  eta=0.5: 16.00 deg at x=0.2, 17.18 deg at x=0.02
  eta=0.9: 0.88 deg at x=0.2, 2.91 deg at x=0.02
  eta=0.99: 1.97 deg at x=0.2, 0.26 deg at x=0.02
x=0.2, eps=20 ueV: beta-alpha = -0.87 deg (eta=0.9), +1.98 deg (eta=0.99), zero at eta = 0.9271
x=0.2, eta=0.9999: largest beta-alpha = 2.289 deg at eps = 20.8 ueV, predicted floor 2.292 deg
eta=0.9999, eps=20 ueV: tan(beta)/tan(alpha) = 1.0832, limit 1.0833, limit beta = 47.29 deg
closed, eps=20 ueV: |t_d|^2 = 0.50000; two-path a1 = 0.38462, b1 = 0.38462 e^2/h, beta = 45.00 deg
closed, eps=20 ueV: first-order a1 = 0.30000, true a1 = 0.27874 e^2/h = 10.799 uS, |b1| = 1.4e-16
closed, eps=0: P = 408.0, Q = 8.0 ueV^2, r = 0.009805, mean T = 0.98058
closed, eps=0: |a1| = 3.2e-17, a2 = -0.01923 e^2/h = -0.745 uS
eta=0.5, eps=20 ueV grounded: A = 0.19304 e^2/h = 7.478 uS, beta = 29.26 deg
eta=0.5, eps=20 ueV floating: a1 = 0.15595, |b1| = 9.5e-17 e^2/h; sin part of V3/V = -0.19231
eta=0.9, eps=20 ueV grounded: A = 0.04799 e^2/h = 1.859 uS
wave packet eta=0.0, eps=20 ueV: P_R(+72 deg) = 0.641121, P_R(-72 deg) = 0.641121
wave packet eta=0.5, eps=20 ueV: P_R(+72 deg) = 0.350846, P_R(-72 deg) = 0.173943
all good
```
